# Scalar and tensor Stark shifts, and why J = 1/2 has none: a numerical check

```python
"""Quadratic Stark shift of a level J in a static field E along z:
   shift(M) = -E^2/2 * (alpha0 + alpha2*(3M^2-J(J+1))/(J(2J-1))),  J >= 1,
   alpha2 = sum over intermediate levels J' of c(J,J') * alpha0(J'),
   and for J = 1/2 the shift is -alpha0*E^2/2 for every M and field direction.
   alpha0: scalar, alpha2: tensor polarizability. Atomic units inside.
   Model atom: one electron, levels s, p, d with spin-orbit zeta*L.S.
"""
import math
import numpy as np
from scipy.special import lpmv
from scipy.constants import physical_constants as pc
from sympy import Rational
from sympy.physics.wigner import wigner_3j

# ---- model parameters (round values, atomic units) ----
E_ORB = {0: 0.0, 1: 0.07, 2: 0.11}
ZETA = {0: 0.0, 1: 0.002, 2: 0.0002}
R_SP, R_PD = 5.0, 6.0
FIELD_KV_CM = 100.0
A_HF = 1e-7

HARTREE_HZ = pc['hartree-hertz relationship'][0]
FIELD_AU_KV_CM = pc['atomic unit of electric field'][0] / 1e5
field = FIELD_KV_CM / FIELD_AU_KV_CM
to_khz = HARTREE_HZ / FIELD_AU_KV_CM**2 / 1e3
to_mhz = HARTREE_HZ / 1e6

# ---- orbital matrices by quadrature on the unit sphere ----
orbitals = [(l, m) for l in range(3) for m in range(-l, l + 1)]
nodes, weights = np.polynomial.legendre.leggauss(10)
phis = 2 * np.pi * np.arange(16) / 16
cos_t, phi = [g.ravel() for g in np.meshgrid(nodes, phis, indexing='ij')]
w_sphere = np.repeat(weights, 16) * 2 * np.pi / 16
sin_t = np.sqrt(1 - cos_t**2)


def harmonic(l, m):
    k = abs(m)
    norm = math.sqrt((2*l + 1) / (4*np.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * y.conj()


Y = np.array([harmonic(l, m) for l, m in orbitals]).T


def angular(f):
    return Y.conj().T @ ((w_sphere * f)[:, None] * Y)


assert np.allclose(angular(np.ones_like(phi)), np.eye(9), atol=1e-12)
radial = np.zeros((9, 9))
for a, (la, _) in enumerate(orbitals):
    for b, (lb, _) in enumerate(orbitals):
        radial[a, b] = {(0, 1): R_SP, (1, 2): R_PD}.get(
            (min(la, lb), max(la, lb)), 0.0)
directions = [sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t]
one2 = np.eye(2)
D = [np.kron(radial * angular(f), one2) for f in directions]

# ---- angular momentum matrices, basis orbital x spin ----
l_plus = np.zeros((9, 9), complex)
for a, (l, m) in enumerate(orbitals):
    if m < l:
        l_plus[a + 1, a] = math.sqrt(l*(l + 1) - m*(m + 1))
l_minus = l_plus.conj().T
l_orb = [(l_plus + l_minus)/2, (l_plus - l_minus)/2j,
         np.diag([m for _, m in orbitals]).astype(complex)]
spin = [np.array([[0, 1], [1, 0]], complex)/2,
        np.array([[0, -1j], [1j, 0]])/2,
        np.array([[1, 0], [0, -1]], complex)/2]
L = [np.kron(x, one2) for x in l_orb]
S = [np.kron(np.eye(9), x) for x in spin]
J = [x + y for x, y in zip(L, S)]
LS = sum(x @ y for x, y in zip(L, S))
l_of = np.repeat([l for l, _ in orbitals], 2)
P_l = {l: np.diag((l_of == l).astype(float)) for l in range(3)}


def hamiltonian(zeta):
    return sum(P_l[l] @ (E_ORB[l]*np.eye(18) + zeta[l]*LS)
               for l in range(3))


def comm(a, b):
    return a @ b - b @ a


H0 = hamiltonian(ZETA)
for i in range(3):
    k, n = (i + 1) % 3, (i + 2) % 3
    assert np.allclose(comm(J[i], D[k]), 1j*D[n], atol=1e-11)
    assert np.allclose(comm(J[i], H0), 0, atol=1e-12)

# ---- levels: name -> (j, projector, energy) ----
levels = {}
for l in range(3):
    up = P_l[l] @ (LS + (l + 1)/2*np.eye(18)) / (l + 0.5)
    levels['spd'[l] + f'{2*l+1}/2'] = (l + 0.5, up, E_ORB[l] + ZETA[l]*l/2)
    if l:
        low = P_l[l] - up
        levels['spd'[l] + f'{2*l-1}/2'] = (l - 0.5, low,
                                          E_ORB[l] - ZETA[l]*(l + 1)/2)
for j, P, e in levels.values():
    assert np.allclose(P @ P, P, atol=1e-12)
    assert np.allclose(H0 @ P, e*P, atol=1e-12)
    assert np.allclose(sum(x @ x for x in J) @ P, j*(j + 1)*P, atol=1e-11)


def coefficient(j, jp):
    """Ratio of tensor to scalar contribution of intermediate level jp."""
    if jp == j - 1:
        return -1
    if jp == j:
        return (2*j - 1)/(j + 1)
    return -j*(2*j - 1)/((j + 1)*(2*j + 3))


def channels(name):
    """Scalar contribution and tensor coefficient, level by level."""
    j, P, e = levels[name]
    out = {}
    for other, (jp, Pk, ek) in levels.items():
        strength = sum(np.trace(P @ d @ Pk @ d).real for d in D)
        if strength > 1e-9:
            assert abs(jp - j) <= 1
            out[other] = (2*strength/(3*(2*j + 1)*(ek - e)),
                          coefficient(j, jp))
    return out


def polarizability_operator(name, direction):
    """Second-order sum from its definition, inside one level."""
    _, P, e = levels[name]
    dn = sum(c*d for c, d in zip(direction, D))
    return sum(2*P @ dn @ Pk @ dn @ P/(ek - e)
               for other, (_, Pk, ek) in levels.items() if other != name)


def m_states(name):
    j, P, _ = levels[name]
    _, vec = np.linalg.eigh(J[2] + 100*(np.eye(18) - P))
    count = int(round(2*j + 1))
    return [(-j + i, vec[:, i]) for i in range(count)]


m_basis = np.diag(J[2]).real


def exact_shift(name, M, f):
    """Diagonalize the full model in the sector of fixed M."""
    idx = np.flatnonzero(np.abs(m_basis - M) < 1e-9)
    ev = np.linalg.eigvalsh((H0 + f*D[2])[np.ix_(idx, idx)])
    d = ev - levels[name][2]
    return d[np.argmin(np.abs(d))]


# ---- decomposition against explicit sums and diagonalization ----
tilted = np.array([1.0, 2.0, 2.0])/3
Jn = sum(c*x for c, x in zip(tilted, J))
result, alpha_M, worst_fd = {}, {}, 0.0
for name, (j, P, e) in levels.items():
    ch = channels(name)
    a0 = sum(a for a, _ in ch.values())
    a2 = sum(a*c for a, c in ch.values())
    result[name] = (a0, a2)
    op_z = polarizability_operator(name, [0, 0, 1])
    for M, v in m_states(name):
        direct = (v.conj() @ op_z @ v).real
        alpha_M[name, M] = direct
        formula = a0
        if j > 0.5:
            formula += a2*(3*M*M - j*(j + 1))/(j*(2*j - 1))
        assert abs(direct - formula) < 1e-8
        f = 1e-5
        fd = [-2*exact_shift(name, M, g)/g**2 for g in (f, 2*f)]
        gap = abs((4*fd[0] - fd[1])/3 - formula)
        worst_fd = max(worst_fd, gap)
        assert gap < 1e-3
    expected = a0*P
    if j > 0.5:
        expected = expected + a2*P @ (3*Jn @ Jn - j*(j + 1)*np.eye(18)
                                      ) @ P/(j*(2*j - 1))
        assert abs(a2) > 1.0
    assert np.allclose(polarizability_operator(name, tilted), expected,
                       atol=1e-8)

# ---- the quadratic dependence on M: repeated commutators with J+ ----
J_plus = J[0] + 1j*J[1]
assert np.abs(comm(J_plus, comm(J_plus, D[2]))).max() < 1e-10
for _, Pk, _ in levels.values():
    second = comm(J_plus, comm(J_plus, D[2] @ Pk @ D[2]))
    assert np.abs(second).max() > 1e-2
    assert np.abs(comm(J_plus, second)).max() < 1e-9

# ---- channel coefficients for other J, integer and half-integer ----
for twice_j in range(1, 8):
    j = twice_j/2
    for twice_jp in (twice_j - 2, twice_j, twice_j + 2):
        if twice_jp < 0:
            continue
        for twice_m in range(-twice_j, twice_j + 1, 2):
            if abs(twice_m) > twice_jp:
                three_j = 0.0
            else:
                three_j = float(wigner_3j(
                    Rational(twice_jp, 2), 1, Rational(twice_j, 2),
                    -Rational(twice_m, 2), 0, Rational(twice_m, 2)))
            ratio = 3*(2*j + 1)*three_j**2
            M = twice_m/2
            want = 1.0
            if twice_j > 1:
                want += coefficient(j, twice_jp/2)*(
                    3*M*M - j*(j + 1))/(j*(2*j - 1))
            assert abs(ratio - want) < 1e-12

# ---- spherical density of p1/2, not of p3/2 ----
quad = np.kron(angular(3*cos_t**2 - 1), one2)
P12, P32 = levels['p1/2'][1], levels['p3/2'][1]
assert np.abs(P12 @ quad @ P12).max() < 1e-12
v_top = m_states('p3/2')[-1][1]
quad_top = (v_top.conj() @ quad @ v_top).real
assert abs(quad_top) > 0.1

# ---- time reversal: pairs survive a strong electric field only ----
strong = 2e-3
H_strong = H0 + strong*sum(c*d for c, d in zip(tilted, D))
ev = np.linalg.eigvalsh(H_strong)
pair_split = np.max(ev[1::2] - ev[::2])
assert pair_split < 1e-13
ev_mag = np.linalg.eigvalsh(H_strong + 1e-4*Jn)
assert np.min(ev_mag[1::2] - ev_mag[::2]) > 1e-6


# ---- hyperfine remainder: s1/2 with nuclear spin 1/2, level F = 1 ----
def hyperfine_tensor(a_hf, zeta_p):
    h = np.kron(hamiltonian({0: 0.0, 1: zeta_p, 2: ZETA[2]}), one2)
    h = h + a_hf*sum(np.kron(x, y) for x, y in zip(J, spin))
    idx = np.flatnonzero(np.repeat(l_of, 2) == 1)
    h_p = h[np.ix_(idx, idx)]
    dz = np.kron(D[2], one2)
    stretched = np.zeros(36, complex)
    stretched[0] = 1
    middle = np.zeros(36, complex)
    middle[1] = middle[2] = math.sqrt(0.5)
    alpha = []
    for v in (stretched, middle):
        energy = (v.conj() @ h @ v).real
        assert np.allclose(h @ v, energy*v, atol=1e-14)
        u = (dz @ v)[idx]
        alpha.append(2*(u.conj() @ np.linalg.solve(
            h_p - energy*np.eye(len(idx)), u)).real)
    return (alpha[0] - alpha[1])/3


hf = hyperfine_tensor(A_HF, ZETA[1])
assert abs(hyperfine_tensor(0.0, ZETA[1])) < 1e-11
assert abs(hf) > 1e-8
assert abs(hyperfine_tensor(2*A_HF, ZETA[1])/hf - 2) < 1e-2
assert abs(hyperfine_tensor(A_HF, 0.0)) < 1e-2*abs(hf)

# ---- worked example ----
print(f"orbital energies s, p, d: {E_ORB[0]}, {E_ORB[1]}, {E_ORB[2]} hartree")
print(f"spin-orbit constants p, d: {ZETA[1]}, {ZETA[2]} hartree")
print(f"radial integrals s-p, p-d: {R_SP}, {R_PD} bohr")
for name, (_, _, e) in levels.items():
    print(f"energy of {name}: {e:.4f} hartree")
print(f"field: {FIELD_KV_CM:.0f} kV/cm")
print(f"same field: {field:.4e} a.u.")
print(f"1 a.u. of polarizability = {to_khz:.5f} kHz/(kV/cm)^2")
for name in ('p3/2', 'p1/2'):
    for other, (a, c) in channels(name).items():
        print(f"{name} via {other}: alpha0 part {a:.3f} a.u., "
              f"c = {c:.4f}, alpha2 part {a*c:.3f} a.u.")
for name, (a0, a2) in result.items():
    print(f"{name}: alpha0 = {a0:.3f} a.u., alpha2 = {a2:.3f} a.u.")
for name in ('p3/2', 'p1/2'):
    a0, a2 = result[name]
    print(f"{name} converted: alpha0 = {a0*to_khz:.3f}, "
          f"alpha2 = {a2*to_khz:.3f} kHz/(kV/cm)^2")
for name, M in (('p3/2', 1.5), ('p3/2', 0.5), ('p1/2', 0.5), ('p1/2', -0.5)):
    quadratic = -alpha_M[name, M]*field**2/2
    full = exact_shift(name, M, field)
    assert abs(full - quadratic) < 1e-2*abs(quadratic)
    print(f"{name} M={M:+.1f}: alpha(M) = {alpha_M[name, M]:.3f} a.u., "
          f"quadratic shift {quadratic*to_mhz:.3f} MHz, "
          f"beyond quadratic {(full - quadratic)*to_mhz:.5f} MHz")
split = -(alpha_M['p3/2', 1.5] - alpha_M['p3/2', 0.5])*field**2/2
print(f"p3/2 splitting, |M|=3/2 minus |M|=1/2: {split*to_mhz:.3f} MHz")
print(f"<3cos^2-1> in p3/2, M=3/2: {quad_top:.4f} (dimensionless)")
print(f"largest gap, finite-field vs formula: {worst_fd:.1e} a.u.")
print(f"strong test field: {strong:.1e} a.u.")
print(f"largest pair splitting there: {pair_split:.1e} hartree")
print(f"hyperfine constant A: {A_HF*to_mhz:.1f} MHz")
print(f"s1/2, F=1 hyperfine-induced alpha2: {hf:.3e} a.u.")
print(f"its M=1 minus M=0 shift: {-1.5*hf*field**2*HARTREE_HZ:.3e} Hz")
print("all tests passed")
```

Printed output:

```
orbital energies s, p, d: 0.0, 0.07, 0.11 hartree
spin-orbit constants p, d: 0.002, 0.0002 hartree
radial integrals s-p, p-d: 5.0, 6.0 bohr
energy of s1/2: 0.0000 hartree
energy of p3/2: 0.0710 hartree
energy of p1/2: 0.0680 hartree
energy of d5/2: 0.1102 hartree
energy of d3/2: 0.1097 hartree
field: 100 kV/cm
same field: 1.9447e-05 a.u.
1 a.u. of polarizability = 0.24883 kHz/(kV/cm)^2
p3/2 via s1/2: alpha0 part -78.247 a.u., c = -1.0000, alpha2 part 78.247 a.u.
p3/2 via d5/2: alpha0 part 367.347 a.u., c = -0.2000, alpha2 part -73.469 a.u.
p3/2 via d3/2: alpha0 part 41.344 a.u., c = 0.8000, alpha2 part 33.075 a.u.
p1/2 via s1/2: alpha0 part -81.699 a.u., c = 0.0000, alpha2 part -0.000 a.u.
p1/2 via d3/2: alpha0 part 383.693 a.u., c = -0.0000, alpha2 part -0.000 a.u.
s1/2: alpha0 = 238.194 a.u., alpha2 = 0.000 a.u.
p3/2: alpha0 = 330.443 a.u., alpha2 = 37.853 a.u.
p1/2: alpha0 = 301.994 a.u., alpha2 = 0.000 a.u.
d5/2: alpha0 = -244.898 a.u., alpha2 = 244.898 a.u.
d3/2: alpha0 = -233.190 a.u., alpha2 = 158.772 a.u.
p3/2 converted: alpha0 = 82.225, alpha2 = 9.419 kHz/(kV/cm)^2
p1/2 converted: alpha0 = 75.146, alpha2 = 0.000 kHz/(kV/cm)^2
p3/2 M=+1.5: alpha(M) = 368.296 a.u., quadratic shift -458.219 MHz, beyond quadratic 0.00082 MHz
p3/2 M=+0.5: alpha(M) = 292.591 a.u., quadratic shift -364.029 MHz, beyond quadratic 0.00115 MHz
p1/2 M=+0.5: alpha(M) = 301.994 a.u., quadratic shift -375.728 MHz, beyond quadratic 0.00044 MHz
p1/2 M=-0.5: alpha(M) = 301.994 a.u., quadratic shift -375.728 MHz, beyond quadratic 0.00044 MHz
p3/2 splitting, |M|=3/2 minus |M|=1/2: -94.190 MHz
<3cos^2-1> in p3/2, M=3/2: -0.4000 (dimensionless)
largest gap, finite-field vs formula: 1.8e-06 a.u.
strong test field: 2.0e-03 a.u.
largest pair splitting there: 6.9e-17 hartree
hyperfine constant A: 658.0 MHz
s1/2, F=1 hyperfine-induced alpha2: -3.313e-06 a.u.
its M=1 minus M=0 shift: 1.237e+01 Hz
all tests passed
```
